# How much does relativity shrink the hafnium 1s radius?

## Problem

Hafnium precursors for atomic layer deposition contain a nucleus of charge number $Z=72$. The innermost electrons around it move fast enough for relativity to shrink their orbitals noticeably.

(a) Find the speed and radius of the lowest Bohr orbit around a nucleus of charge number $Z$, without relativity. Explain why this speed is a useful scale for a 1s electron, which has no orbit.

(b) Repeat the calculation with the relativistic momentum, and estimate the fractional contraction of the hafnium 1s radius.

(c) Solve the Dirac equation for the 1s state. Which measures of its radius contract by the amount found in (b), and which do not?

(d) Compare hafnium with titanium, $Z=22$, the lightest metal of the same group. Then estimate how far the size of the nucleus and the presence of the other electrons change the hafnium result.

**Conventions.** The rest mass of the electron is $m$, and the nucleus is held fixed. In (a) to (c) the nucleus is a point charge and there is one electron. The fine-structure constant is $\alpha=e^2/(4\pi\varepsilon_0\hbar c)=0.0072974$, so the potential energy is

$$V(r)=-\frac{Ze^2}{4\pi\varepsilon_0 r}=-\frac{Z\alpha\hbar c}{r}.$$

The Bohr radius is $a_0=\hbar/(\alpha mc)=52.9177$ pm. Two abbreviations are used throughout:

$$\beta=Z\alpha,\qquad g=\sqrt{1-\beta^2}.$$

"Contraction" means $1-r_{\rm rel}/r_{\rm nr}$, a fraction of the nonrelativistic radius $r_{\rm nr}$.

## Solution

### (a) The nonrelativistic orbit

The lowest Bohr orbit has angular momentum $\hbar$, and the Coulomb force supplies the centripetal force:

$$mvr=\hbar,\qquad \frac{mv^2}{r}=\frac{Z\alpha\hbar c}{r^2}.$$

Multiply the second equation by $r^2$. Its left side becomes $mv^2r=(mvr)v=\hbar v$, and therefore

$$\hbar v=Z\alpha\hbar c\quad\Rightarrow\quad v=Z\alpha c=\beta c.$$

The first equation then gives the radius:

$$r_{\rm nr}=\frac{\hbar}{mv}=\frac{\hbar}{Z\alpha mc}=\frac{a_0}{Z}.$$

For hafnium, $\beta=72\times0.0072974=0.5254$. The speed is just over half the speed of light, and the radius is $52.9177/72=0.7350$ pm.

The quantum state has no orbit, but it does have a momentum distribution. The nonrelativistic 1s function is $\psi\propto e^{-Zr/a_0}$, whose gradient has magnitude $(Z/a_0)\psi$. One integration by parts turns the mean of $-\hbar^2\nabla^2$ into an integral over the squared gradient:

$$\langle p^2\rangle=\hbar^2\int|\nabla\psi|^2\,d^3r=\frac{\hbar^2Z^2}{a_0^2}=(Z\alpha mc)^2.$$

The root-mean-square momentum of the 1s electron is thus $m$ times the Bohr speed. This is why the Bohr speed tells us how relativistic the electron is.

### (b) The relativistic orbit

The momentum is now $p=mv/\sqrt{1-v^2/c^2}$. In uniform circular motion its magnitude is constant and its direction turns at the rate $v/r$, so the force needed is $pv/r$. The two conditions become

$$pr=\hbar,\qquad \frac{pv}{r}=\frac{Z\alpha\hbar c}{r^2}.$$

Multiplying the second by $r^2$ gives $(pr)v=\hbar v=Z\alpha\hbar c$. The speed is again $v=\beta c$. What changes is the momentum that belongs to this speed:

$$p=\frac{m\beta c}{\sqrt{1-\beta^2}}=\frac{\beta mc}{g}.$$

Since $r=\hbar/p$, a larger momentum means a smaller orbit:

$$r_{\rm rel}=\frac{\hbar g}{\beta mc}=g\,\frac{a_0}{Z},\qquad
1-\frac{r_{\rm rel}}{r_{\rm nr}}=1-\sqrt{1-(Z\alpha)^2}.$$

For hafnium, $\beta^2=0.2761$ and $g=\sqrt{0.7239}=0.8508$. The momentum is larger by the factor $1/g=1.1753$, and the radius falls from $0.7350$ pm to $0.6253$ pm. The contraction is 14.9 percent, or about 15 percent.

**The same result from an energy balance.** Confining an electron within a distance $r$ costs a momentum of order $\hbar/r$. Put $p=\hbar/r$ in the relativistic energy, so that $V=-\beta cp$:

$$E(p)=\sqrt{p^2c^2+m^2c^4}-\beta cp.$$

The derivative vanishes when

$$\frac{pc^2}{\sqrt{p^2c^2+m^2c^4}}=\beta c.$$

The left side is the velocity of a particle of momentum $p$, so the condition is again $v=\beta c$. This velocity rises steadily with $p$, from zero towards $c$. The stationary point is therefore a minimum, and it exists if $\beta<1$. At the minimum the square root equals $mc^2/g$ and $\beta cp=\beta^2mc^2/g$, which gives

$$E=\frac{1-\beta^2}{g}\,mc^2=g\,mc^2.$$

**Small charges.** The expansion $\sqrt{1-x}=1-x/2-x^2/8-\dots$ with $x=\beta^2$ gives

$$1-g=\frac{(Z\alpha)^2}{2}+\frac{(Z\alpha)^4}{8}+\dots$$

The contraction grows as $Z^2$ at leading order. For hafnium the first term gives 13.80 percent and the first two give 14.76 percent, against 14.92 percent from the full square root. The leading term alone is enough for a rough estimate even at this charge.

### (c) The Dirac 1s state

Write the Dirac wave function as two two-component parts, $\phi$ and $\chi$. With $E$ including the rest energy, they obey

$$(E-V-mc^2)\phi=c\,\boldsymbol\sigma\cdot\mathbf p\,\chi,\qquad
(E-V+mc^2)\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\phi,$$

where $\boldsymbol\sigma$ are the Pauli matrices and $\mathbf p=-i\hbar\nabla$. For an s state take

$$\phi=F(r)\,\xi,\qquad \chi=-iG(r)\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\,\xi,$$

with a constant spinor $\xi$. The gradient of $F$ is radial, so

$$\boldsymbol\sigma\cdot\mathbf p\,\phi=-i\hbar F'(\boldsymbol\sigma\cdot\hat{\mathbf r})\xi.$$

For the other part use $(\boldsymbol\sigma\cdot\nabla)(\boldsymbol\sigma\cdot\mathbf u)=\nabla\cdot\mathbf u+i\boldsymbol\sigma\cdot(\nabla\times\mathbf u)$ with $\mathbf u=G\hat{\mathbf r}$. This field has no curl, and its divergence is $G'+2G/r$. The prefactors multiply to $(-i\hbar)(-i)=-\hbar$, so

$$\boldsymbol\sigma\cdot\mathbf p\,\chi=-\hbar\left(G'+\frac{2G}{r}\right)\xi.$$

The angular factors cancel, and two radial equations remain:

$$(E-V-mc^2)F=-\hbar c\left(G'+\frac{2G}{r}\right),\qquad
(E-V+mc^2)G=\hbar cF'.$$

Try $F=r^{\nu-1}e^{-\lambda r}$ and $G=kF$ with constant $k$. Then $F'=[(\nu-1)/r-\lambda]F$. Insert $V=-\beta\hbar c/r$ and divide by $F$:

$$E-mc^2+\frac{\beta\hbar c}{r}=-\hbar ck\left(\frac{\nu+1}{r}-\lambda\right),$$

$$k\left(E+mc^2+\frac{\beta\hbar c}{r}\right)=\hbar c\left(\frac{\nu-1}{r}-\lambda\right).$$

These must hold at every $r$, so the $1/r$ terms and the constant terms match separately.

The $1/r$ terms give $\beta=-k(\nu+1)$ and $k\beta=\nu-1$. Eliminating $k$ gives $-\beta^2=\nu^2-1$, so $\nu=\pm g$. The negative root makes the radial density behave as $r^{-2g}$ near the origin. Its integral diverges there for both metals, because $2g>1$. Hence $\nu=g$ and $k=(g-1)/\beta$.

The constant terms give $E-mc^2=\hbar ck\lambda$ and $k(E+mc^2)=-\hbar c\lambda$. Substituting the second into the first,

$$E-mc^2=-k^2(E+mc^2)\quad\Rightarrow\quad E=mc^2\,\frac{1-k^2}{1+k^2}.$$

Because $\beta^2=(1-g)(1+g)$, we have $k^2=(1-g)^2/\beta^2=(1-g)/(1+g)$, and so $E=g\,mc^2$. This is the energy found from the orbit. The decay constant follows:

$$\lambda=-\frac{k(E+mc^2)}{\hbar c}=\frac{(1-g)(1+g)}{\beta}\,\frac{mc}{\hbar}=\frac{\beta mc}{\hbar}=\frac{Z}{a_0}.$$

As $\beta\to0$, $g\to1$ and $k\to0$, and the solution becomes the nonrelativistic 1s function. It is the state we want.

**Three radii.** Both parts have the same radial shape, so the probability per unit radius is

$$D(r)\propto r^2(F^2+G^2)\propto r^{2g}e^{-2Zr/a_0}.$$

The most probable radius is where the logarithmic derivative vanishes:

$$\frac{2g}{r}-\frac{2Z}{a_0}=0\quad\Rightarrow\quad r_{\rm peak}=g\,\frac{a_0}{Z}.$$

For the averages, use $\int_0^\infty r^ne^{-2\lambda r}dr=\Gamma(n+1)/(2\lambda)^{n+1}$ and $\Gamma(n+1)=n\Gamma(n)$. Raising the power from $2g$ to $2g+1$ multiplies the integral by $(2g+1)/(2\lambda)$. Lowering it to $2g-1$ multiplies it by $2\lambda/(2g)$. Thus

$$\langle r\rangle=\left(g+\frac12\right)\frac{a_0}{Z},\qquad
\frac{1}{\langle 1/r\rangle}=g\,\frac{a_0}{Z}.$$

Setting $g=1$ gives the nonrelativistic values $\tfrac32a_0/Z$ and $a_0/Z$. The most probable radius and the harmonic-mean radius $1/\langle1/r\rangle$ therefore contract by $1-g$, the same as the Bohr orbit. The mean radius contracts by less:

$$1-\frac{g+\frac12}{\frac32}=\frac{2}{3}(1-g).$$

For hafnium the mean radius falls from 1.1025 pm to 0.9928 pm, which is 9.9 percent. The statement "the 1s radius contracts by 15 percent" is correct for the peak and the harmonic mean, but not for $\langle r\rangle$.

The difference is one of reference length. The peak and the mean both move inward by $(1-g)a_0/Z=0.1096$ pm, but the nonrelativistic mean radius is 1.5 times the peak radius. The exponential factor is the same in both theories. Relativity changes the power in front of it from $r^2$ to $r^{2g}$, which moves probability towards the nucleus.

**Binding energy.** The energy does not change by the same fraction as the radius. The Dirac binding energy is $(1-g)mc^2$ and the nonrelativistic one is $\beta^2mc^2/2$, so their ratio is

$$\frac{2(1-g)}{\beta^2}=\frac{2}{1+g}.$$

With $g=0.8508$ the ratio is 1.081. The binding energy of a single electron on a bare hafnium nucleus rises from 70.5 keV to 76.2 keV, or by 8 percent. These are not the binding energies in the neutral atom, where the other electrons repel the 1s electron and weaken its binding.

### (d) Titanium, nuclear size and the other electrons

For titanium, $\beta=22\times0.0072974=0.1605$ and $g=0.9870$. The peak radius falls from 2.4054 pm to 2.3742 pm, a contraction of 1.30 percent. The ratio of the hafnium and titanium contractions is $14.92/1.30\approx11.5$, somewhat above the leading-order value $(72/22)^2=10.7$. The excess comes from the higher terms of the expansion in (b), which matter more for hafnium.

**Nuclear size.** Replace the point nucleus by a uniformly charged sphere. A rough rule for its radius is 1.2 fm times the cube root of the mass number. With mass number 178 this gives $R=0.00675$ pm, about 1 percent of the 1s peak radius. Outside the sphere $V$ is unchanged, and inside it is

$$V(r)=-\frac{Z\alpha\hbar c}{2R}\left(3-\frac{r^2}{R^2}\right).$$

This is less deep than the point-charge potential, so the electron is pulled in slightly less. The radial equations of part (c) were solved numerically for this potential: they were integrated outward from very small $r$ and inward from large $r$, and the energy was adjusted until the ratio $G/F$ agreed where the two solutions met.

**The other electrons.** A neutral hafnium atom has 72 electrons. The Thomas–Fermi model treats them as a smooth charge cloud and gives a screened potential

$$V(r)=-\frac{Z\alpha\hbar c}{r}\,\varphi\!\left(\frac rb\right),\qquad
b=\frac12\left(\frac{3\pi}{4}\right)^{2/3}\frac{a_0}{Z^{1/3}}.$$

The function $\varphi(x)$ satisfies $\varphi''=\varphi^{3/2}/\sqrt x$, with $\varphi(0)=1$ and $\varphi\to0$ at large $x$. It was found numerically by adjusting the initial slope. The 1s state was then computed with and without relativity in this same fixed potential, by the same two-sided integration.

| Case | $Z\alpha$ | Peak contraction (%) | Mean contraction (%) |
|---|---:|---:|---:|
| Ti, point nucleus | 0.1605 | 1.30 | 0.86 |
| Hf, point nucleus | 0.5254 | 14.92 | 9.94 |
| Hf, finite nucleus | 0.5254 | 14.88 | 9.91 |
| Hf, screened | 0.5254 | 14.86 | 9.96 |

In the finite-nucleus row, the relativistic radius is compared with the nonrelativistic radius for a point nucleus. The screened row uses a point nucleus.

In these two models neither correction moves the peak contraction by as much as 0.1 percentage point. Screening does enlarge the orbital: the peak radii become 0.7417 pm without relativity and 0.6315 pm with it, each about 1 percent larger than for the bare nucleus. Because both grow by nearly the same factor, their ratio hardly changes. The growth is small because, by Gauss's law, a spherical charge cloud exerts a force at radius $r$ through the part of the cloud inside $r$, and little of the cloud lies so close to the nucleus.

The screened calculation is a rough estimate of size. The Thomas–Fermi cloud includes the charge of the 1s electron itself, and it does not readjust when relativity is switched on. Exchange and quantum-electrodynamic corrections are left out. The missing readjustment matters at the digits shown. Relativity also contracts the other inner electrons, so they screen more. A self-consistent calculation of the neutral atom with local exchange and a point nucleus gives about 14.76 percent for the peak and 9.78 percent for the mean, each about 0.15 point below the bare-nucleus value. The screened row should therefore be trusted only to about 0.2 point.

### What the result means for a precursor

In a hafnium precursor molecule the metal is bonded to ligand atoms at a distance of roughly 200 pm, some three hundred times the 1s radius. One elementary charge at that distance produces a field at the nucleus that is smaller than the nuclear field at the 1s peak by the factor

$$\frac{1}{72}\left(\frac{0.6253}{200}\right)^2\approx10^{-7}.$$

The ligands therefore have almost no direct effect on the 1s radius, and the one-electron estimate carries over from the atom to the molecule. A real precursor also breaks the two assumptions examined in (d), a point nucleus and no other electrons. Nuclear size lowers the peak contraction by about 0.04 percentage point. The other electrons lower it by about 0.15 point once their cloud is allowed to readjust, so it remains close to 15 percent. The converse inference is not allowed: a 15 percent contraction of the 1s orbital does not mean a 15 percent shorter hafnium–ligand bond. Bond lengths, volatility and surface reactivity depend on the valence electrons, and relativistic changes in those need a many-electron calculation.

The formula also has a limit at high charge. As $Z\alpha$ approaches 1, $g$ tends to zero and the predicted peak radius shrinks to nothing, although the mean radius tends to $a_0/(2Z)$. The point-charge potential fails before that, even while the predicted peak is still well outside the nucleus, because the Dirac wave function rises so steeply towards the origin that it becomes sensitive to the nuclear size. Hafnium, with a 1s peak radius about ninety times the nuclear radius, is well away from this limit.
